# Defect density from subgap absorption: leading order and first corrections

## The decision and the estimate

A calculation of an illuminated amorphous-oxide transistor must decide whether the charge of a deep defect level enters Poisson's equation as a main term or as a small perturbation. Suppose that light can empty the level and that each defect then gains one positive charge. A film of thickness $d$ acquires at most $Nd$ elementary charges per unit area, where $N$ is the defect density. An error of ten in $N$ is an error of ten in this charge.

Optical absorption below the gap gives an estimate of $N$. Let $\alpha(E)$ be the absorption coefficient for intensity due to the defects, with the host contribution subtracted, and let

$$A=\int \alpha(E)\,dE$$

be its area over photon energy $E$. For $A=100$ eV/cm, refractive index $n=2$ and oscillator strength $f=1$, the result without local-field corrections is $N\approx1.8\times10^{18}$ cm$^{-3}$.

Two expansions lie behind it. The defects change the host permittivity little, and the host index changes little across the band. The first correction in each is derived below. The local field is a separate matter: it survives at vanishing defect density and can change the leading coefficient by a factor of order one.

The algebra uses atomic units, $\hbar=m=e=1$, with Gaussian electrodynamics. Photon energy then equals angular frequency $\omega$, and $c=137.036$. The mass in $f$ is the free-electron mass.

## Absorption by one defect

Let an electron be in a state $|0\rangle$, and let a weak pulse with electric field $\mathcal E(t)$ along $x$ excite it to $|1\rangle$, higher in energy by $\omega_0$. The electron has charge $-1$, so the perturbation is $+x\mathcal E(t)$. To first order the amplitude of the upper state is

$$a_1=-i\,x_{10}\int_{-\infty}^{\infty}\mathcal E(t)e^{i\omega_0t}\,dt
=-i\,x_{10}\tilde{\mathcal E}(\omega_0),$$

which also fixes the Fourier convention. The mean absorbed energy is the excitation probability times $\omega_0$:

$$W=\omega_0|x_{10}|^2|\tilde{\mathcal E}(\omega_0)|^2
=\tfrac12 f|\tilde{\mathcal E}(\omega_0)|^2,\qquad
f=2\omega_0|x_{10}|^2 .$$

For randomly oriented defects the squared cosine between transition dipole and field averages to $1/3$. The strength per defect is then $f=\frac23\omega_0|\mathbf r_{10}|^2$.

The incident energy must be measured in the same medium. In a transparent host the magnetic amplitude is $n$ times the electric one, so the intensity is $nc\,\mathcal E^2/(4\pi)$. Parseval's relation for a real field,

$$\int_{-\infty}^{\infty}\mathcal E^2\,dt=\frac1\pi\int_0^\infty|\tilde{\mathcal E}(\omega)|^2\,d\omega,$$

gives the energy per area and per frequency interval,

$$\frac{d\Phi}{d\omega}=\frac{nc}{4\pi^2}|\tilde{\mathcal E}(\omega)|^2 .$$

By definition of the cross-section $\sigma$, $W=\int\sigma\,(d\Phi/d\omega)\,d\omega$. For a line much narrower than the pulse spectrum, the spectral factor can be taken at $\omega_0$:

$$\tfrac12 f|\tilde{\mathcal E}(\omega_0)|^2
=\frac{nc}{4\pi^2}|\tilde{\mathcal E}(\omega_0)|^2\int\sigma\,d\omega .$$

Cancelling the common factor and multiplying by $4\pi^2/(nc)$ gives

$$\int\sigma\,d\omega=\frac{2\pi^2f}{nc}.$$

The index is in the denominator because, at a given field, the incident intensity grows with $n$.

This was tested by solving the time-dependent Schrödinger equation for an electron in the well $V(x)=-0.3/\cosh^2(x/4)$. Weak pulses were scanned in carrier frequency through the first transition, and absorbed energy divided by incident fluence was integrated over the carrier. The scan moves a normalized pulse spectrum across the line, so its integral returns the line area. With $n=2$ and the grid value $f_{01}=0.9658$ (the exact bound states give 0.9661), the simulated area is 0.06955 atomic units; the formula gives 0.06956.

## Leading order in the defect density

For independent defects $\alpha=N\sigma$, and therefore

$$A=\frac{2\pi^2Nf}{nc},\qquad N=\frac{ncA}{2\pi^2f}.$$

Collect the constants in $K=2\pi^2/c$, which has the dimension energy times area. In working units $K=1.0976$ eV Å$^2$, and since 1 Å$^2=10^{-16}$ cm$^2$,

$$N=\frac{nA}{Kf}
=\frac{2\times100\ \mathrm{eV\,cm^{-1}}}{1.0976\times10^{-16}\ \mathrm{eV\,cm^2}}
=1.82\times10^{18}\ \mathrm{cm^{-3}}.$$

This is $1.82\times10^{-6}$ Å$^{-3}$. The energies cancel and one inverse volume remains.

## First correction in the defect density

To see what the linear law omits, give the defect transition a damping rate $\gamma$. With time dependence $e^{-i\omega t}$, the defects add to the permittivity

$$\chi(\omega)=\frac{4\pi Nf}{\omega_0^2-\omega^2-i\gamma\omega},\qquad
\varepsilon=n^2+\chi .$$

The field varies as $\exp(i\sqrt\varepsilon\,\omega z/c)$. Its squared magnitude decays at the rate $\alpha=(2\omega/c)\,\mathrm{Im}\sqrt\varepsilon$. For $|\chi|\ll n^2$,

$$\sqrt{n^2+\chi}=n+\frac{\chi}{2n}-\frac{\chi^2}{8n^3}+\cdots,$$

$$\alpha=\frac{\omega}{c}\left[\frac{\mathrm{Im}\,\chi}{n}-\frac{\mathrm{Im}\,\chi^2}{4n^3}+\cdots\right].$$

**The linear term.** Its area requires

$$I=\int_0^\infty\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}\,d\omega
=\int_0^\infty\frac{\gamma}{s^2+\gamma^2}\,d\omega,\qquad
s=\omega-\frac{\omega_0^2}{\omega},$$

where numerator and denominator were divided by $\omega^2$. The substitution $\omega\to\omega_0^2/\omega$ changes $s$ to $-s$, leaves the integrand unchanged, and replaces $d\omega$ by $(\omega_0^2/\omega^2)\,d\omega$. Adding the two forms of $I$ gives

$$2I=\int_0^\infty\frac{\gamma}{s^2+\gamma^2}\left(1+\frac{\omega_0^2}{\omega^2}\right)d\omega
=\int_{-\infty}^{\infty}\frac{\gamma\,ds}{s^2+\gamma^2}=\pi,$$

because the bracket is $ds/d\omega$. Thus $I=\pi/2$, and the area is $4\pi Nf\,(\pi/2)/(nc)=2\pi^2Nf/(nc)$, as before. Neither $\gamma$ nor $\omega_0$ remains.

**The quadratic term.** Its area is proportional to $J=\int_0^\infty\omega\,\mathrm{Im}\,\chi^2\,d\omega$. For real frequency $\chi(-\omega)=\chi^*(\omega)$, so $\omega\,\mathrm{Im}\,\chi^2$ is even and $\omega\,\mathrm{Re}\,\chi^2$ is odd. Hence

$$\int_{-\infty}^{\infty}\omega\chi^2\,d\omega=2iJ .$$

The poles of $\chi$ lie in the lower half-plane, and $\omega\chi^2$ falls as $\omega^{-3}$. Closing the contour in the upper half-plane gives zero, so $J=0$. The first density correction changes the shape of the line but not its area, for a constant real host index and this damped resonance.

For the example take a resonance at 2.3 eV with damping 0.5 eV. Putting $\omega=\omega_0$ in the linear term gives the peak absorption $2A/(\pi\gamma)\approx127$ cm$^{-1}$. With $\hbar c\approx1.97\times10^{-5}$ eV cm, the peak defect permittivity is

$$|\chi|\approx\frac{n\alpha\hbar c}{E}
\approx\frac{2\times127\times1.97\times10^{-5}}{2.3}\approx2\times10^{-3},$$

against $n^2=4$. Integrating the absorption from the full square root, with $N$ from the estimate, returns 100.000 eV/cm. The test also confirms the unit conversion, because it was carried out in SI units.

## First correction in the bandwidth

A real host index varies with energy. To first order in $\chi$ the local relation is $n(E)\alpha(E)=(\omega/c)\,\mathrm{Im}\,\chi$, so the density follows from

$$N=\frac{1}{Kf}\int n(E)\alpha(E)\,dE .$$

Let $\bar E$ be the centroid of the band and $s_E^2$ its variance, both weighted with $\alpha$. Expand the index about $\bar E$:

$$n(E)=n(\bar E)+n'(\bar E)(E-\bar E)+\tfrac12n''(\bar E)(E-\bar E)^2+\cdots .$$

The linear term integrates to zero by the definition of the centroid, and the quadratic one gives $\frac12n''s_E^2A$. Thus

$$N=\frac{n(\bar E)A}{Kf}\left[1+\frac{n''(\bar E)s_E^2}{2n(\bar E)}+\cdots\right].$$

This is the first nonzero correction for a band that is narrow on the scale over which $n$ varies and whose tails fall fast enough, as those of a Gaussian do. The damped resonance of the preceding section has no finite centroid or variance over an unlimited energy range; for such a line the centroid and variance need a finite window, and the area outside it must still be added. With the resonance at 2.3 eV and a damping of 0.5 eV, the window from 1.5 to 2.8 eV holds only 74 % of the area. If $n$ is taken at some other energy $E_1$, a linear error remains, of relative size $n'(\bar E-E_1)/n$.

As an example, let the host have one resonance at $E_h=8$ eV:

$$n^2(E)=1+\frac{B}{D},\qquad D=E_h^2-E^2 .$$

The condition $n(2.3\ \mathrm{eV})=2$ gives $D=64-5.29=58.71$ eV$^2$ and $B=3D=176.1$ eV$^2$. Differentiating once gives $nn'=BE/D^2$, hence

$$n'=\frac{176.1\times2.3}{2\times58.71^2}\approx0.0588\ \mathrm{eV^{-1}}.$$

Differentiating again,

$$n'^2+nn''=B\left(\frac1{D^2}+\frac{4E^2}{D^3}\right)\approx0.0695\ \mathrm{eV^{-2}},$$

so $n''\approx(0.0695-0.0035)/2=0.033$ eV$^{-2}$. A Gaussian of full width 0.5 eV at half maximum has $s_E=0.5/(2\sqrt{2\ln2})=0.212$ eV. The relative correction is

$$\frac{0.033\times0.212^2}{2\times2}\approx4\times10^{-4}.$$

Direct integration gives the same 0.04 %. It is small although the index rises from 1.963 at 1.5 eV to 2.034 at 2.8 eV, because the linear variation cancels. The expansion fails when the band approaches a host resonance, where $n$ varies rapidly and the host itself absorbs.

## What the oscillator strength means

Without a local-field correction, the optical area determines the product $Nf$. Setting $f=1$ is an added assumption, and the sum rule shows its meaning. For one electron with $H=p^2/2+V(x)$, the commutators are $[H,x]=-ip$ and $[x,[H,x]]=1$. The expectation value of the double commutator in state $i$ is

$$1=\langle i|2xHx-x^2H-Hx^2|i\rangle
=2\sum_j(E_j-E_i)|x_{ji}|^2=\sum_jf_{ij}.$$

The second equality inserts a complete set of states into $xHx$ and into $x^2$. Downward transitions count as negative.

In the model well the sum from the ground state is 0.9997. From the first excited state it is 0.9993, made of a downward part $-0.9658$ and an upward part 1.9651. The small deficits come from the grid: with spacing $h$, the double commutator becomes the overlap of the wave function with itself shifted by one point, which is $1-h^2\langle p^2\rangle/2$ to leading order.

If the lower state is already filled, the Pauli principle blocks the downward transition but leaves the upward strength. A defect electron above a filled valence band can therefore have an upward sum above 1. The choice $f=1$ sets a scale; it gives no strict lower bound on $N$.

The sum rule covers all transitions, whereas the $f$ in the estimate counts only the strength inside the measured band. If light lifts the electron into the conduction continuum, much of the strength can lie above the gap. For an electron of free mass bound by 2.3 eV in a three-dimensional zero-range well, the strength per unit energy is proportional to $(E-2.3\ \mathrm{eV})^{3/2}/E^3$, and only 1.3 % of it lies below 3.1 eV. (In a one-dimensional zero-range well the exponent $3/2$ becomes $1/2$, and 20 % lies below 3.1 eV; the numbers that follow are for three dimensions.) If the same area were collected up to 3.1 eV, $f=0.013$ would give $N\approx1.4\times10^{20}$ cm$^{-3}$. Stopping at 2.8 eV leaves only about 0.5 % of the strength, and the same area would then imply a still larger density. These values hold for the free mass. With an effective mass $m^*$ in its place, the strength in this model grows by $1/m^*$; a mass of 0.34, a rough value for indium gallium zinc oxide, would raise the strength about threefold and lower both densities by the same factor. This is only a rough indication, because the bound state would then decay over about 2.2 Å, roughly one bond length, where an effective mass is not justified. Wells of finite range can hold much more of their strength below the gap, so the value depends on the defect.

At fixed area and index, $f=0.1$ gives $1.82\times10^{19}$ cm$^{-3}$. A defect with two active electrons and total strength $f=2$ gives $9.1\times10^{17}$ cm$^{-3}$. The number of defects and the number of electrons must therefore be kept apart.

## The local field changes the leading coefficient

So far the field acting on a defect was the macroscopic field. If it is $L$ times larger, the transition amplitude grows by $L$ and the absorbed energy by $L^2$, while the incident intensity is unchanged. Hence

$$N=\frac{nA}{KfL^2}.$$

**Lorentz field.** Suppose that host and defect polarizabilities add in the Clausius–Mossotti relation, and that the defects leave the host part unchanged:

$$\frac{\varepsilon-1}{\varepsilon+2}=\frac{n^2-1}{n^2+2}+\frac{\chi}{3}.$$

Here $\chi$ is still $4\pi N$ times the polarizability of one defect. The left side equals $1-3/(\varepsilon+2)$, and the first term on the right equals $1-3/(n^2+2)$. Therefore

$$\frac{3}{\varepsilon+2}=\frac{3}{n^2+2}-\frac\chi3 .$$

With $L=(n^2+2)/3$ this is $3/(\varepsilon+2)=1/L-\chi/3$, so

$$\varepsilon+2=\frac{3L}{1-L\chi/3},\qquad
\varepsilon-n^2=\frac{L^2\chi}{1-L\chi/3}.$$

The second result follows by subtracting $n^2+2=3L$. At leading order the defect permittivity grows by $L^2$. The denominator contains the next correction. Inserting $\chi$ gives

$$\varepsilon-n^2=\frac{4\pi NfL^2}{\omega_0^2-4\pi NfL/3-\omega^2-i\gamma\omega}.$$

The interaction between defects lowers the squared resonance frequency. The integral $I$ did not depend on that frequency, so the area keeps its factor $L^2$.

For $n=2$, $L=2$. At fixed $N=1.82\times10^{18}$ cm$^{-3}$ the computed area rises from 100 to 400.00 eV/cm. Read the other way, a measured area of 100 eV/cm implies $4.6\times10^{17}$ cm$^{-3}$. The shift of the resonance in $\varepsilon$ at the larger density follows from $4\pi Nf/\omega_0^2\approx|\chi|_{\rm peak}\gamma/\omega_0\approx5\times10^{-4}$. The relative shift is $L/6$ times this, about $1.6\times10^{-4}$, or 0.36 meV downward. The peak of $\alpha$ moves less. The quadratic term of the square root adds $4\pi NfL^2/(4n^2)$ to the squared frequency, a relative shift of $L^2/(8n^2)$ times the same number, or 0.14 meV upward. The absorption peak therefore falls by about 0.23 meV.

**Empty cavity.** Now put the defect in an empty sphere of unit radius, small compared with the wavelength, inside a continuous host. For unit applied field the potentials are $-L r\cos\theta$ inside and $(-r+b/r^2)\cos\theta$ outside. Continuity of the potential and of the normal displacement requires

$$-L=-1+b,\qquad L=n^2(1+2b).$$

Inserting $b=1-L$ gives $L=n^2(3-2L)$, or

$$L=\frac{3n^2}{2n^2+1}.$$

For $n=2$ this is 1.333, and $N=1.02\times10^{18}$ cm$^{-3}$. This model omits the host's reaction to the defect dipole.

Both factors tend to 1 as $n\to1$. For large $n$ the cavity factor tends to $3/2$, while the Lorentz factor grows as $n^2/3$. Even the sign of the index dependence is model-dependent. At fixed $A$ and $f$, the uncorrected density rises in proportion to $n$. With the Lorentz factor,

$$\frac{d\ln N}{d\ln n}=1-\frac{4n^2}{n^2+2}=-\frac53\quad\text{at } n=2 .$$

## A film of amorphous indium gallium zinc oxide

Consider a 100 nm film on glass of index 1.5, with a gap of 3.1 eV and a Gaussian defect band at 2.3 eV, 0.5 eV wide. The gap, index and thickness are rough values for this material class; the band and its area are chosen inputs. The peak absorption is

$$\alpha_{\max}=\frac{A}{s_E\sqrt{2\pi}}=188\ \mathrm{cm^{-1}}.$$

Multiplied by $d=10^{-5}$ cm, it gives a single-pass absorption of $1.9\times10^{-3}$. The measurement must resolve a signal of this size. The typical spacing $N^{-1/3}$ is 8.2 nm. The areal density is $Nd=1.8\times10^{13}$ cm$^{-2}$, the largest charge number in the opening question if each defect can release one electron.

The estimate also assumes an isolated band. A real film can violate this, because disorder gives the host an absorption tail below the gap. Take a tail of $10^4$ cm$^{-1}$ at 3.1 eV that falls exponentially with an energy of 0.1 eV, again rough values. Between 1.5 and 2.8 eV its area is

$$10^4\times0.1\,\bigl(e^{-3}-e^{-16}\bigr)=49.8\ \mathrm{eV/cm}.$$

The window holds 99.07 % of the defect band. If the tail is left in, the total is 148.9 eV/cm and the inferred density is $2.7\times10^{18}$ cm$^{-3}$, about half as much again. The tail area grows exponentially with the upper limit of integration, but lowering that limit to avoid the tail cuts off part of the defect band.

Interference matters when absorptance divided by thickness is taken for $\alpha$. The dissipation at each depth is proportional to the local squared field, which reflections change. For this film in air at normal incidence, without reflection from the back of the glass, the apparent area is 0.851 times the true area in the window. The inferred density would be about 15 % too low. The factor depends on thickness: it is 0.81 at 80 nm, 0.94 at 120 nm and 0.98 at 150 nm.

Temperature has no visible effect on the initial filling in this model. With the Fermi level 0.3 eV below the conduction edge and the defect level 2.3 eV below it, the thermally empty fraction of a single sharp level at 300 K is about $e^{-2.0/0.02585}\approx2.5\times10^{-34}$. If the whole width of the band came from a Gaussian spread of level depths, the empty fraction would come mainly from levels about 0.56 eV below the conduction edge, far out in the Gaussian tail. It would be about $10^{-19}$, still negligible. This assumes equilibrium in the dark and takes the optical energy as the thermal depth, although the two can differ. Lattice relaxation is one reason; for a transition into the continuum the shape of the absorption is another, since in the three-dimensional zero-range well the strength per unit energy peaks at twice the binding energy.

For the transistor calculation, $1.8\times10^{18}$ cm$^{-3}$ is a reasonable starting value only if the tail has been subtracted and the measured band carries a strength near 1. For a transition into the conduction continuum, the strength below the gap must be estimated first. The charge should then be varied over at least the range set by the local field and by the uncertainty in $f$. If the decision about Poisson's equation changes within that range, the absorption area alone cannot settle it. The area fixes only $NfL^2$, so an independent value of $fL^2$ is needed to obtain $N$. Even then $Nd$ is only the largest possible number of charges per unit area, provided that each defect releases at most one electron. How much of it is present under light depends on the balance between emptying and recapture, which requires a rate model or a direct measurement of the charge. The numerical output lists the densities for the two local-field models, for $f=0.1$ and $f=2$, and for the tail left in.

## Computed values

```
Integrated absorption A: 100 eV/cm
Refractive index n: 2.0; oscillator strength f: 1.0
Speed of light: 137.036 atomic units
Constant K = 2 pi^2/c: 1.0976 eV angstrom^2
Defect density N: 1.822e+18 cm^-3
Defect density N: 1.822e-06 angstrom^-3
-- model well and simulated absorption --
Strength of first transition f01: 0.9658
Sum of strengths, ground state: 0.9997
Sum of strengths, first excited state: 0.9993
Its downward strength: -0.9658
Its upward sum: 1.9651
Cross-section area, simulated: 0.06955 a.u.
Cross-section area, formula: 0.06956 a.u.
-- area from permittivity with this N --
No local field: 100.000 eV/cm
Lorentz local field: 400.00 eV/cm
-- film example (rough parameters) --
Film thickness: 100 nm; glass index: 1.5
Band centre: 2.3 eV; full width: 0.5 eV
Peak absorption: 187.9 cm^-1
Peak single-pass absorption: 1.88e-03
Mean defect spacing N^(-1/3): 8.19 nm
Areal density: 1.82e+13 cm^-2
-- neglected effects --
Lorentz field factor: 2.000; N: 4.56e+17 cm^-3
Cavity field factor: 1.333; N: 1.02e+18 cm^-3
N if f = 0.1: 1.82e+19 cm^-3
N if f = 2 (two electrons): 9.11e+17 cm^-3
Gap: 3.1 eV; tail energy: 0.1 eV
Tail absorption at gap: 1e+04 cm^-1
Integration window: 1.5 to 2.8 eV
Fraction of band in window: 0.9907
Tail area in window: 49.8 eV/cm
N with tail left in: 2.71e+18 cm^-3
Host resonance for dispersion: 8.0 eV
Index at window ends: 1.963, 2.034
Change of N by dispersion: 0.04 %
Apparent/true area, interference: 0.851
Temperature: 300 K; kT: 0.02585 eV
Fermi level below conduction edge: 0.3 eV
Thermally empty fraction: 2.5e-34
```
